**Connected functions, irreducible vertices and trees**

For commuting fields $\phi$ with source $J$, the program tests that $W=\ln Z$ generates connected functions, that $\Gamma=J\varphi-W$ generates one-particle-irreducible vertices, and that connected functions are trees with lines $D=W''$ and vertices $-\Gamma^{(k)}$, $k\ge3$. Here $\varphi$ is the mean field, and all quantities are dimensionless. Explicit Wick contractions, sorted by connectivity and bridges, are asserted to agree with series from Gaussian moments in 15 diagram classes, with tadpole attachments treated separately. Trees grown one leg at a time are asserted to match those built from set partitions, with 4, 26 and 236 trees for four, five and six legs. For a two-site model with cubic and quartic couplings, quadrature and numerical inversion supply the propagator and vertices, and the tree sums are asserted to reproduce every three-, four- and five-leg cumulant. The largest absolute difference printed is $3.5\times10^{-10}$. A damped oscillatory integral tests the real-time signs for two, three and four legs. The output also shows that the five-leg function at site 1, $0.0337$, comes mainly from the ten trees with two vertices.

## Numerical check

```python
# Result under test, for commuting fields phi with source J:
#   W = ln Z generates connected functions; Gamma = J phi - W generates
#   one-particle-irreducible (1PI) vertices; connected functions are trees
#   with lines D = W'' and vertices -Gamma^(k), k >= 3.
# Z = integral exp(-S + J phi), S = phi K phi/2 + g phi^3/6 + lam phi^4/24.
# Cubic and quartic terms are summed over sites. All quantities are
# dimensionless. Diagram counting uses one field with bare propagator one.
from collections import Counter
from fractions import Fraction
from functools import lru_cache
from itertools import product
from math import factorial
import numpy as np
from sympy import QQ, ring


def show(label, value):
    print(f"{label}: {value} (dimensionless)")


# ---- Formal series from Gaussian moments, one field ----
MAX_ORDER = 4  # cubic coupling has order one, quartic coupling order two
R, cubic, quartic, s, x = ring("cubic,quartic,s,x", QQ)


def truncate(p):
    return R.from_dict({m: c for m, c in p.terms()
                        if c and m[0] + 2 * m[1] <= MAX_ORDER})


def substitute(p, replacement):
    """Replace s by a series, discarding higher coupling orders."""
    highest = max([m[2] for m, c in p.terms()] + [0])
    powers = [R.one]
    for _ in range(highest):
        powers.append(truncate(powers[-1] * replacement))
    result = R.zero
    for m, c in p.terms():
        if c:
            factor = R.from_dict({(m[0], m[1], 0, 0): c})
            result = result + truncate(factor * powers[m[2]])
    return result


def coefficient(p, n3, n4, power):
    c = dict(p.terms()).get((n3, n4, power, 0), 0)
    return Fraction(int(c.numerator), int(c.denominator))


# A source shifts the Gaussian variable: phi = s + x, with <x^2> = 1.
potential = (cubic * (s + x)**3 * QQ(1, 6)
             + quartic * (s + x)**4 * QQ(1, 24))
boltzmann, term = R.one, R.one
for k in range(1, MAX_ORDER + 1):
    term = truncate(term * (-potential) * QQ(1, k))
    boltzmann = boltzmann + term
averaged = {}
for m, c in boltzmann.terms():
    if m[3] % 2 == 0:
        half = m[3] // 2
        moment = factorial(m[3]) // (2**half * factorial(half))
        key = (m[0], m[1], m[2], 0)
        averaged[key] = averaged.get(key, QQ(0)) + c * moment
ratio_minus_one = R.from_dict({m: c for m, c in averaged.items() if c}) - 1
W_series, power = s**2 * QQ(1, 2), R.one
for k in range(1, MAX_ORDER + 1):
    power = truncate(power * ratio_minus_one)
    W_series = W_series + power * QQ((-1)**(k + 1), k)
mean_series = W_series.diff(s)
interaction_shift = mean_series - s
J_series = s  # after inversion, s denotes the mean field
for _ in range(MAX_ORDER + 1):
    J_series = truncate(s - substitute(interaction_shift, J_series))
zero_source_mean = substitute(mean_series, R.zero)


# ---- Explicit Wick contractions and their graph properties ----
@lru_cache(maxsize=None)
def contractions(half_edges):
    if not half_edges:
        return {(): 1}
    found = Counter()
    for k in range(1, len(half_edges)):
        remaining = half_edges[1:k] + half_edges[k + 1:]
        edge = (half_edges[0], half_edges[k])
        for graph, number in contractions(remaining).items():
            found[tuple(sorted(graph + (edge,)))] += number
    return dict(found)


def reachable(edges):
    seen, growing = {0}, True
    while growing:
        growing = False
        for a, b in edges:
            if (a in seen) != (b in seen):
                seen.update((a, b))
                growing = True
    return seen


def diagram_counts(n3, n4, legs):
    valences = [1] * legs + [3] * n3 + [4] * n4
    halves = tuple(v for v, n in enumerate(valences) for _ in range(n))
    nodes = set(range(len(valences)))
    total = connected = irreducible = tadpoles_allowed = 0
    for graph, number in contractions(halves).items():
        total += number
        if reachable(graph) != nodes:
            continue
        connected += number
        has_bridge = separates_legs = False
        for k, (a, b) in enumerate(graph):
            if min(a, b) >= legs:
                other = nodes - reachable(graph[:k] + graph[k + 1:])
                has_bridge |= bool(other)
                separates_legs |= any(v < legs for v in other)
        irreducible += number * (not has_bridge)
        tadpoles_allowed += number * (not separates_legs)
    return total, connected, irreducible, tadpoles_allowed


cases_checked = 0
for n3, n4, legs in product(range(5), range(3), range(1, 5)):
    half_edge_number = 3 * n3 + 4 * n4 + legs
    if (not 1 <= n3 + 2 * n4 <= MAX_ORDER or half_edge_number % 2
            or half_edge_number > 14):
        continue
    counts = diagram_counts(n3, n4, legs)
    weight = Fraction((-1)**(n3 + n4), factorial(n3) * factorial(n4)
                      * 6**n3 * 24**n4)
    assert counts[1] * weight == (factorial(legs)
                                  * coefficient(W_series, n3, n4, legs))
    assert counts[2] * weight == (-factorial(legs - 1)
                                  * coefficient(J_series, n3, n4, legs - 1))
    if legs >= 2:
        vertex = J_series
        for _ in range(legs - 1):
            vertex = vertex.diff(s)
        vertex = substitute(vertex, zero_source_mean)
        assert counts[3] * weight == -coefficient(vertex, n3, n4, 0)
    cases_checked += 1
    if (n3, n4, legs) in ((2, 0, 2), (2, 1, 2)):
        name = f"{n3} cubic, {n4} quartic vertices, {legs} legs"
        show(name + ", all contractions", counts[0])
        show(name + ", connected", counts[1])
        show(name + ", strictly 1PI", counts[2])
        show(name + ", 1PI with tadpoles allowed", counts[3])
        show(name + ", weight per contraction", weight)
show("diagram classes compared with series", cases_checked)


# ---- Trees: set partitions against adding one leg at a time ----
def set_partitions(items):
    if not items:
        yield []
        return
    first, rest = items[0], items[1:]
    for part in set_partitions(rest):
        yield [[first]] + part
        for k in range(len(part)):
            yield part[:k] + [[first] + part[k]] + part[k + 1:]


def rooted_trees(leaves):
    if len(leaves) == 1:
        return [leaves[0]]
    return [frozenset(branches)
            for part in set_partitions(leaves) if len(part) >= 2
            for branches in product(*(rooted_trees(b) for b in part))]


def add_leg(tree, leaf):
    yield frozenset((tree, leaf))  # attach to the line above this branch
    if isinstance(tree, frozenset):
        yield tree | {leaf}        # attach to this vertex
        for child in tree:
            for changed in add_leg(child, leaf):
                yield (tree - {child}) | {changed}


grown = [frozenset((1, 2))]  # leg zero is the root
trees = {3: rooted_trees([1, 2])}
for n in range(4, 7):
    grown = [new for old in grown for new in add_leg(old, n - 1)]
    trees[n] = rooted_trees(list(range(1, n)))
    assert len(grown) == len(set(grown)) == len(trees[n])
    assert set(grown) == set(trees[n])
    show(f"number of trees with {n} legs", len(trees[n]))

# ---- Two-site model by direct quadrature ----
K = np.array([[2.0, -0.5], [-0.5, 1.5]])
g, lam = 0.6, 1.0
axis = np.linspace(-7, 7, 141)
spacing = axis[1] - axis[0]
f0, f1 = np.meshgrid(axis, axis, indexing="ij")
fields = np.array([f0.ravel(), f1.ravel()])
action = (0.5 * np.sum(fields * (K @ fields), axis=0)
          + g * np.sum(fields**3, axis=0) / 6
          + lam * np.sum(fields**4, axis=0) / 24)


def ensemble(source):
    weights = np.exp(-action + source @ fields)
    norm = weights.sum()
    probability = weights / norm
    mean = fields @ probability
    deviation = fields - mean[:, None]
    covariance = (deviation * probability) @ deviation.T
    return np.log(norm * spacing**2), mean, covariance, probability


lnZ0, mean0, D, probability0 = ensemble(np.zeros(2))
deviation0 = fields - mean0[:, None]


@lru_cache(maxsize=None)
def central_moment(a, b):
    return float(np.sum(probability0 * deviation0[0]**a * deviation0[1]**b))


def cumulant(indices):
    result = 0.0
    for part in set_partitions(list(indices)):
        value = (-1)**(len(part) - 1) * factorial(len(part) - 1)
        for block in part:
            value *= central_moment(block.count(0), block.count(1))
        result += value
    return result


offsets = np.arange(-5, 6)


def derivative_weights(step):
    matrix = np.vander(offsets, increasing=True).T.astype(float)
    return [np.linalg.solve(matrix, np.eye(11)[k] * factorial(k)) / step**k
            for k in range(6)]


step = 0.08
stencil = derivative_weights(step)
J_table = np.zeros((2, 11, 11))
Gamma_table = np.zeros((11, 11))
W_table = np.zeros((11, 11))
for a, b in product(range(11), repeat=2):
    shift = step * np.array([offsets[a], offsets[b]])
    W_table[a, b] = ensemble(shift)[0]
    target, source = mean0 + shift, np.linalg.solve(D, shift)
    for _ in range(15):
        lnZ, mean, covariance, _ = ensemble(source)
        error = target - mean
        if np.max(np.abs(error)) < 2e-14:
            break
        source = source + np.linalg.solve(covariance, error)
    assert np.max(np.abs(error)) < 1e-12
    J_table[:, a, b] = source
    Gamma_table[a, b] = source @ target - lnZ


def differentiate(table, indices):
    return stencil[indices.count(0)] @ table @ stencil[indices.count(1)]


# The logarithm's derivatives agree with moments combined into cumulants.
for n in (2, 3, 4):
    for idx in product(range(2), repeat=n):
        assert abs(differentiate(W_table, idx) - cumulant(idx)) < 1e-6

# Gamma is differentiated from its definition, then through its source.
for i in range(2):
    assert abs(differentiate(Gamma_table, (i,))) < 1e-8
Gamma = {}
for n in range(2, 6):
    Gamma[n] = np.zeros((2,) * n)
    for idx in product(range(2), repeat=n):
        Gamma[n][idx] = differentiate(J_table[idx[0]], idx[1:])
        if n <= 4:
            direct = differentiate(Gamma_table, idx)
            assert abs(direct - Gamma[n][idx]) < 1e-5
assert np.allclose(Gamma[2] @ D, np.eye(2), atol=1e-7)


def branch(tree, indices):
    if not isinstance(tree, frozenset):
        return D[:, indices[tree]]
    value = -Gamma[len(tree) + 1]
    for child in tree:
        value = value @ branch(child, indices)
    return D @ value


def vertex_number(tree):
    if not isinstance(tree, frozenset):
        return 0
    return 1 + sum(vertex_number(child) for child in tree)


largest_error = {}
for n in (3, 4, 5):
    errors = []
    for idx in product(range(2), repeat=n):
        tree_sum = sum(branch(t, idx)[idx[0]] for t in trees[n])
        errors.append(abs(tree_sum - cumulant(idx)))
    largest_error[n] = max(errors)
    assert largest_error[n] < 1e-6

for i, j in ((0, 0), (0, 1), (1, 1)):
    show(f"K_{i+1}{j+1}", f"{K[i, j]:.3f}")
show("cubic coupling g", g)
show("quartic coupling lambda", lam)
show("ln Z at zero source", f"{lnZ0:.6f}")
for i in range(2):
    show(f"mean field at site {i+1}", f"{mean0[i]:.6f}")
for i, j in ((0, 0), (0, 1), (1, 1)):
    show(f"full propagator D_{i+1}{j+1}", f"{D[i, j]:.6f}")
    show(f"Gamma2_{i+1}{j+1}", f"{Gamma[2][i, j]:.6f}")
show("Gamma3_111", f"{Gamma[3][0, 0, 0]:.6f}")
show("third derivative of S at mean, site 1", f"{g+lam*mean0[0]:.6f}")
show("Gamma4_1111", f"{Gamma[4][0, 0, 0, 0]:.6f}")
show("Gamma5_11111", f"{Gamma[5][0, 0, 0, 0, 0]:.6f}")
for n in (3, 4, 5):
    idx = (0,) * n
    for vertices in range(1, n - 1):
        chosen = [t for t in trees[n] if vertex_number(t) == vertices]
        value = sum(branch(t, idx)[0] for t in chosen)
        show(f"{n} legs at site 1, {len(chosen)} trees with "
             f"{vertices} vertices", f"{value:.8f}")
    show(f"{n} legs at site 1, direct cumulant", f"{cumulant(idx):.8f}")
    show(f"{n} legs, largest tree error over all components",
         f"{largest_error[n]:.1e}")

# ---- Real-time sign convention, with damping for convergence ----
# ln Z = i W_M, Gamma_M = W_M - J phi, and Gamma_M' = -J.
line = np.linspace(-14, 14, 5601)
damping = 0.5
real_time_action = (-(1 - 1j * damping) * line**2 / 2 - g * line**3 / 6
                    - lam * (1 - 1j * damping) * line**4 / 24)


def real_time_moments(source):
    weights = np.exp(1j * (real_time_action + source * line))
    weights = weights / weights.sum()
    mean = np.sum(weights * line)
    dev = line - mean
    return mean, [np.sum(weights * dev**n) for n in (2, 3, 4)]


mean_rt, (G2, G3, fourth_moment) = real_time_moments(0)
G4 = fourth_moment - 3 * G2**2
rt_step, rt_sources = 0.05, []
for offset in offsets:
    target = mean_rt + rt_step * offset
    source = rt_step * offset / (1j * G2)
    for _ in range(15):
        mean, moments = real_time_moments(source)
        source = source + (target - mean) / (1j * moments[0])
    assert abs(real_time_moments(source)[0] - target) < 1e-11
    rt_sources.append(source)
rt_stencil = derivative_weights(rt_step)
V2, V3, V4 = [-1j * (rt_stencil[k] @ np.array(rt_sources))
              for k in (1, 2, 3)]
assert abs(V2 + 1 / G2) < 1e-6
assert abs(V3 * G2**3 - G3) < 1e-6
assert abs(V4 * G2**4 + 3 * V3**2 * G2**5 - G4) < 1e-6

print("finished without a failed check")
```

Printed output:

```
2 cubic, 0 quartic vertices, 2 legs, all contractions: 105 (dimensionless)
2 cubic, 0 quartic vertices, 2 legs, connected: 72 (dimensionless)
2 cubic, 0 quartic vertices, 2 legs, strictly 1PI: 36 (dimensionless)
2 cubic, 0 quartic vertices, 2 legs, 1PI with tadpoles allowed: 72 (dimensionless)
2 cubic, 0 quartic vertices, 2 legs, weight per contraction: 1/72 (dimensionless)
2 cubic, 1 quartic vertices, 2 legs, all contractions: 10395 (dimensionless)
2 cubic, 1 quartic vertices, 2 legs, connected: 7848 (dimensionless)
2 cubic, 1 quartic vertices, 2 legs, strictly 1PI: 3456 (dimensionless)
2 cubic, 1 quartic vertices, 2 legs, 1PI with tadpoles allowed: 6120 (dimensionless)
2 cubic, 1 quartic vertices, 2 legs, weight per contraction: -1/1728 (dimensionless)
diagram classes compared with series: 15 (dimensionless)
number of trees with 4 legs: 4 (dimensionless)
number of trees with 5 legs: 26 (dimensionless)
number of trees with 6 legs: 236 (dimensionless)
K_11: 2.000 (dimensionless)
K_12: -0.500 (dimensionless)
K_22: 1.500 (dimensionless)
cubic coupling g: 0.6 (dimensionless)
quartic coupling lambda: 1.0 (dimensionless)
ln Z at zero source: 1.273517 (dimensionless)
mean field at site 1: -0.091412 (dimensionless)
mean field at site 2: -0.124454 (dimensionless)
full propagator D_11: 0.496768 (dimensionless)
Gamma2_11: 2.161321 (dimensionless)
full propagator D_12: 0.146895 (dimensionless)
Gamma2_12: -0.501547 (dimensionless)
full propagator D_22: 0.633016 (dimensionless)
Gamma2_22: 1.696125 (dimensionless)
Gamma3_111: 0.390842 (dimensionless)
third derivative of S at mean, site 1: 0.508588 (dimensionless)
Gamma4_1111: 0.814355 (dimensionless)
Gamma5_11111: 0.265520 (dimensionless)
3 legs at site 1, 1 trees with 1 vertices: -0.04864595 (dimensionless)
3 legs at site 1, direct cumulant: -0.04864595 (dimensionless)
3 legs, largest tree error over all components: 1.7e-13 (dimensionless)
4 legs at site 1, 1 trees with 1 vertices: -0.04997456 (dimensionless)
4 legs at site 1, 3 trees with 2 vertices: 0.01435827 (dimensionless)
4 legs at site 1, direct cumulant: -0.03561629 (dimensionless)
4 legs, largest tree error over all components: 3.5e-10 (dimensionless)
5 legs at site 1, 1 trees with 1 vertices: -0.00826530 (dimensionless)
5 legs at site 1, 10 trees with 2 vertices: 0.04901720 (dimensionless)
5 legs at site 1, 15 trees with 3 vertices: -0.00707237 (dimensionless)
5 legs at site 1, direct cumulant: 0.03367952 (dimensionless)
5 legs, largest tree error over all components: 1.9e-10 (dimensionless)
finished without a failed check
```
